# Multislice as operator splitting: slice error, band limit and Bloch-wave check

A 200 kV electron wave is sent through 20 nm of a model crystal by the multislice method. Reducing the slice thickness from 0.05 nm to 0.025 nm lowers the error of the exit wave from 0.0124 to 0.0062, a factor of two. The error of the diffracted intensities in the same runs falls from $1.98\times10^{-5}$ to $4.9\times10^{-6}$, a factor of four. When a focused probe replaces the plane wave, the intensity error again falls by two. The order in which each slice scatters and propagates explains all three factors.

## The equation being solved

Let $m$ be the electron rest mass, $e>0$ the elementary charge, $W=\gamma mc^2$ the total energy outside the crystal, and $V$ the electrostatic potential, positive where it attracts electrons. Spin, absorption and backscattering are omitted. Inside the crystal

$$p^2c^2=(W+eV)^2-m^2c^4=\hbar^2k^2c^2+2WeV+(eV)^2 .$$

The last term is smaller than the one before it by $eV/2W$, about $10^{-4}$ at 200 V, and is dropped. Its phase accumulates with thickness, and its effect on the exit wave is given in the last section. With $p\to-i\hbar\nabla$,

$$\nabla^2\Psi+(k^2+2k\sigma V)\Psi=0,\qquad \sigma=\frac{\gamma me}{\hbar^2k}.$$

Write $\Psi=e^{ikz}\psi$. Since $\partial_z^2\Psi=e^{ikz}(\partial_z^2\psi+2ik\,\partial_z\psi-k^2\psi)$, the $k^2$ terms cancel:

$$\partial_z^2\psi+2ik\,\partial_z\psi+\nabla_\perp^2\psi+2k\sigma V\psi=0 .$$

For small scattering angles $\psi$ varies slowly over a wavelength and $\partial_z^2\psi$ is dropped; the price is computed below. Dividing by $2ik$ gives

$$\partial_z\psi=(A+B)\psi,\qquad A=\frac{i}{2k}\nabla_\perp^2,\qquad B=i\sigma V .$$

Each part can be solved alone. In a periodic cell of side $a$ put $\psi=\sum_g\psi_g e^{ig\cdot r}$, with $g=2\pi n/a$ and $n$ a pair of integers. Over a thickness $\varepsilon$, $A$ multiplies $\psi_g$ by $e^{-ig^2\varepsilon/2k}$, and $B$ multiplies $\psi(r)$ by $e^{i\sigma V\varepsilon}$.

The first operation is Fresnel propagation. Its real-space kernel follows by completing the square, with vanishing damping to make the Gaussian integral converge:

$$\int\!\frac{d^2g}{(2\pi)^2}\,e^{ig\cdot r-ig^2\varepsilon/2k}
=e^{ikr^2/2\varepsilon}\,\frac{1}{(2\pi)^2}\,\frac{2\pi k}{i\varepsilon}
=\frac{1}{i\lambda\varepsilon}\,e^{ikr^2/2\varepsilon}.$$

The two signs belong together. With $e^{+ikz}$, transmission carries $+i$ and propagation $-i$. Reversing one of them alone is equivalent, up to complex conjugation of the whole problem, to reversing the sign of $V$.

## The scheme

The plain slice is $P=e^{\varepsilon A}e^{\varepsilon B}$: transmit, then propagate. The symmetric slice is $F=e^{\varepsilon A/2}e^{\varepsilon B}e^{\varepsilon A/2}$. Adjacent half-propagations merge, so a symmetric run costs two extra multiplications in total:

```
input: slice-mean potentials V_j(r), thickness eps,
       incident coefficients c(g), band limit K with 3K < N
mask(g) = 1 if |n| <= K, else 0
full(g) = mask * exp(-i g^2 eps / 2k)
half(g) = exp(-i g^2 eps / 4k)
c = mask * half * c
for each slice j:
    t = IFFT( mask * FFT( exp(i sigma eps V_j) ) )
    c = full * FFT( t * IFFT(c) )
c = conj(half) * c
```

IFFT must carry the sign $e^{+ig\cdot r}$. Omitting both `half` factors gives the plain scheme. If only diffracted intensities are wanted, the last line can be omitted, because it changes phases alone.

Each slice takes two transforms of $N^2$ points, hence $O(N^2\log N)$ operations, plus two more when its transmission function is new. Storage is $O(N^2)$ per distinct transmission function.

## Error in slice thickness

Take $V$ independent of $z$ first. To second order,

$$P=1+\varepsilon(A+B)+\varepsilon^2\left(\tfrac12A^2+AB+\tfrac12B^2\right)+\dots$$

$$e^{\varepsilon(A+B)}=1+\varepsilon(A+B)+\tfrac12\varepsilon^2(A^2+AB+BA+B^2)+\dots$$

The difference is $\tfrac12\varepsilon^2[A,B]$. Local errors accumulate through the identity, with $U=e^{\varepsilon(A+B)}$,

$$P^n-U^n=\sum_{j=0}^{n-1}P^{\,n-1-j}(P-U)U^{\,j}.$$

Both $P$ and $U$ are unitary, so no term is amplified. There are $n=z/\varepsilon$ terms of size $\varepsilon^2$, and the error at fixed $z$ is $O(\varepsilon)$. Here and below $V$ and the wave are taken smooth enough for the commutators to be finite.

For the symmetric slice, $F(-\varepsilon)F(\varepsilon)=1$, so its logarithm is odd in $\varepsilon$:

$$F=\exp\{\varepsilon(A+B)+\varepsilon^3E+O(\varepsilon^5)\}.$$

The third-order term of the product $F$ is

$$\tfrac16A^3+\tfrac18A^2B+\tfrac14ABA+\tfrac18BA^2+\tfrac14AB^2+\tfrac14B^2A+\tfrac16B^3 .$$

The third-order term of the exponential is $E+\tfrac16(A+B)^3$, in which every ordered product has weight $\tfrac16$. Subtracting,

$$E=-\tfrac1{24}(A^2B-2ABA+BA^2)+\tfrac1{12}(AB^2-2BAB+B^2A)$$
$$\phantom{E}=-\tfrac1{24}[A,[A,B]]-\tfrac1{12}[B,[A,B]] .$$

The local error is $O(\varepsilon^3)$ and the global error $O(\varepsilon^2)$.

Both terms have a direct meaning. Since $A$ is diagonal in $g$, $[A,[A,B]]_{gh}=(A_g-A_h)^2B_{gh}$ with $A_g=-ig^2/2k$. The first term therefore multiplies the coupling $V_{g-h}$ by

$$1+\frac{\varepsilon^2(g^2-h^2)^2}{96k^2}.$$

For the second term, acting on a function $f$,

$$[A,B]f=-\frac{\sigma}{2k}\left\{\nabla_\perp^2(Vf)-V\nabla_\perp^2f\right\}=-\frac{\sigma}{2k}\left\{(\nabla_\perp^2V)f+2\nabla_\perp V\cdot\nabla_\perp f\right\}.$$

The part without a derivative of $f$ commutes with $B$. The rest gives

$$[B,[A,B]]f=-\frac{i\sigma^2}{k}\left\{V\nabla_\perp V\cdot\nabla_\perp f-\nabla_\perp V\cdot\nabla_\perp(Vf)\right\}=\frac{i\sigma^2}{k}|\nabla_\perp V|^2f .$$

Its effect is to replace $V$ by $V-\varepsilon^2\sigma|\nabla_\perp V|^2/12k$, a slightly lower potential on the flanks of each column. In a one-dimensional test model, adding $\varepsilon^2E$ to the generator of the reference solution leaves a discrepancy that falls by 16.0 when the slice is halved, as an $O(\varepsilon^4)$ remainder should.

## Why intensities converge faster

The two slices are related by $P=e^{\varepsilon A/2}Fe^{-\varepsilon A/2}$. In a product of $n$ slices the inner factors cancel:

$$P^n=e^{\varepsilon A/2}\,F^n\,e^{-\varepsilon A/2}.$$

The plain scheme is thus the second-order scheme with half a slice of free propagation removed before the crystal and added after it. The final factor changes the phases of the diffracted beams but not their intensities. The initial factor multiplies a single plane wave by a constant phase. For plane-wave incidence the plain and symmetric schemes therefore give the same diffracted intensities, both with error $O(\varepsilon^2)$.

A focused probe is a coherent sum of plane waves with different $g^2$. The initial factor changes their relative phases, which is a defocus of $\varepsilon/2$, and the intensity error becomes $O(\varepsilon)$. The `half` factor before the loop removes it. An image formed from a plain plane-wave run is likewise displaced in focus by $\varepsilon/2$.

The leading wave error follows from the same identity. Let $\psi(z)$ be the correct exit wave. At normal incidence $A\psi(0)=0$, so

$$P^n\psi(0)-\psi(z)=\tfrac12\varepsilon A\psi(z)+O(\varepsilon^2).$$

At 0.025 nm this predicts an error norm of 0.00617; the run gives 0.00619.

## Potentials that vary along the beam

If $V$ depends on $z$, let $H(z)=A+B(z)$ and use the slice mean of $B$. The true slice evolution contains the ordered integral of $H(z_1)H(z_2)$ over $z_1>z_2$. The exponential of $\int H\,dz$ contains half the unordered integral instead. They differ by

$$\tfrac12\iint_{z_1>z_2}[H(z_1),H(z_2)]\,dz_1dz_2=\tfrac12\iint_{z_1>z_2}[A,B(z_2)-B(z_1)]\,dz_1dz_2,$$

because potentials at different depths commute. For smooth $V$ the commutator is $O(\varepsilon)$ and the area is $\varepsilon^2/2$, so the difference is $O(\varepsilon^3)$ per slice. Third-order terms differ at $O(\varepsilon^4)$, since $H$ departs from its mean by $O(\varepsilon)$. The orders found above survive, as does the half-slice identity, because $A$ is the same in every slice. Against direct integration of a $z$-dependent model, halving the slice reduces the wave error by 2.01 (plain) and 4.00 (symmetric).

These orders require slices that resolve the variation of $V$. A slice equal to the repeat distance $c$ averages every periodic variation along $z$ to zero.

Thick slices also create false resonances. To first order in a $z$-independent $V$, a normally incident wave feeds beam $g\neq0$ with amplitude

$$\psi_g=i\sigma\varepsilon V_g\sum_{j=1}^{n}e^{-ij\varphi},\qquad \varphi=\frac{g^2\varepsilon}{2k}.$$

At $\varphi=2\pi$ all terms add in phase, as if the beam satisfied the Bragg condition. In the example $\varphi$ at the band limit is 2.216 rad for a 0.2 nm slice. It reaches $2\pi$ at $0.2\times6.283/2.216=0.57$ nm. Thinner slices keep this resonance outside the retained beams.

## The two-thirds band limit

Suppose the wave and the transmission function contain indices $|n|\le K$. Their product reaches $2K$. An $N\times N$ grid cannot distinguish indices that differ by $N$ in either component, so terms outside its range fold back.

A folded term has been shifted by at least $N$ in some component. That component then has magnitude at least $N-2K$, and the term lies outside the retained disc if $N-2K>K$:

$$3K<N\quad\Longleftrightarrow\quad K<\tfrac23\cdot\tfrac N2 .$$

The condition is also necessary for arbitrary coefficients. If $2K\le N\le3K$, the index $(N-K,0)$ is a sum of two allowed indices and folds onto $(-K,0)$, which is retained. The inequality is strict: $N=48$ permits $K=15$, not 16. For random coefficients with $K=5$, whose real and imaginary parts have unit variance, the largest difference between a retained coefficient of the grid product and of the explicit convolution is $10^{-14}$ at $N=16$ and 4.6 at $N=15$.

The filter must act on $e^{i\sigma\varepsilon V}$, not on $V$ alone, because the powers of $V$ in the exponential have wider bands than $V$. In a rectangular cell, a circular limit $g_{\max}$ is free of folded terms if $3g_{\max}<2\pi N_i/a_i$ along both sides, since the largest retained index along side $i$ is at most $g_{\max}a_i/2\pi$.

Filtering changes the limit that is approached. Let $\Pi$ project onto the retained beams and let subscript $K$ denote truncation of Fourier coefficients. The filtered transmission is

$$1+i\varepsilon\sigma V_K-\tfrac12\varepsilon^2\sigma^2(V^2)_K+\dots$$

As $\varepsilon\to0$ at fixed $K$, the generator becomes $\Pi(A+i\sigma V_K)\Pi$. This is the Bloch problem with the same beams and truncated $V$, provided the grid samples $V$ well enough to give its coefficients up to $K$. At second order the slice and the exponential of this generator differ by

$$-\tfrac12\varepsilon^2\sigma^2\left\{\Pi(V^2)_K\Pi-\Pi V_K\Pi V_K\Pi\right\}.$$

This is generally nonzero, so even the symmetric scheme is formally first order. The coefficient is small when the wave, $V$ and $V^2$ have little weight near and beyond the band edge. On the $48\times48$ grid it is invisible: the symmetric error still falls by 4.00 per halving.

A deliberately coarse grid, $N=12$ and $K=3$, exposes it. Between slices of 0.0125 nm and 0.00625 nm, the error relative to the 29-beam Bloch solution falls from 0.0043 to 0.0022, a factor of two.

## Stability and what the norm shows

Without filtering, every factor is unitary and the norm is conserved for any $\varepsilon$. This says nothing about accuracy. The coarse grid without a band limit, at 0.05 nm slices, has norm 1.0000000000 and a wave error of 0.41 relative to the fine Bloch solution.

With filtering, the transmission function has modulus $1+O(\varepsilon^2)$, so over $z/\varepsilon$ slices any growth is bounded by $1+O(\varepsilon)$. The squared norm departs from one by $-0.0028$ and $-0.0014$ in the two coarse runs above. The defect vanishes with $\varepsilon$ although $K$ remains inadequate, so a good norm at thin slices does not establish that $K$ is sufficient. Convergence has to be checked by raising $K$, with $N$ raised to match.

Nor does the filter improve accuracy at fixed $N$ in this case. The filtered coarse run at 0.05 nm has error 1.19, worse than the unfiltered 0.41. The main reason is that filtering leaves only 29 beams where the open grid carries 144: a 29-beam Bloch solution has error 1.20 whether or not $V$ is truncated at $K=3$. The open grid does not get full value from its beams either, since a Bloch solution with 113 beams and no folded terms has error 0.19. What the filter supplies is a product free of folded terms, so that the limit approached is a truncated Bloch problem. The open grid has a limit too: there $A$ and $B$ are fixed matrices and each factor is an exact exponential, so the symmetric scheme converges at second order, but to an $N^2$-beam problem whose couplings include the folded terms.

## Check against Bloch waves

For $z$-independent $V$, inserting the beam expansion gives

$$\frac{d\psi_g}{dz}=i\sum_hM_{gh}\psi_h,\qquad M_{gh}=-\frac{g^2}{2k}\delta_{gh}+\sigma V_{g-h}.$$

Real $V$ makes $M$ Hermitian. With $MC=C\Gamma$, $C$ unitary and $\Gamma$ diagonal, $\psi(z)=Ce^{i\Gamma z}C^\dagger\psi(0)$, with no slicing.

The model has $a=0.4$ nm and two Gaussian columns of width $s=0.04$ nm. Their peaks are 200 V at the origin and 100 V at $(0.5a,0.3a)$. A column of peak $V_j$ at $r_j$ contributes

$$V_g^{(j)}=V_j\frac{2\pi s^2}{a^2}e^{-g^2s^2/2}e^{-ig\cdot r_j}.$$

The mean potential is $300\times2\pi\times0.0016/0.16=18.85$ V. The constants are $\lambda=2.508$ pm, $k=2505$ rad/nm and $\sigma=0.00729$ rad/(V nm). A 0.2 nm slice has maximum transmission phase $0.00729\times200\times0.2=0.29$ rad.

The table gives errors relative to the 709-beam Bloch solution: the norm of the wave difference, or the root of the summed squared intensity differences. The incident norm is one. The probe has semi-angle 25 mrad, is centred at $(0.1a,0)$, and its intensities come from the plain scheme. It is built from the beams of one cell, so it repeats every 0.4 nm. Its error values depend on position and cell: at 0.2 nm they are 0.0028 for a probe at the origin and 0.0017 in a $3\times3$ supercell. The factor of about two per halving is the same in both cases.

| Slice (nm) | Plain wave | Symmetric wave | Plane-wave intensity | Probe intensity |
|---|---|---|---|---|
| 0.4 | 0.104 | 0.00773 | 0.00127 | 0.0095 |
| 0.2 | 0.051 | 0.00193 | 0.00032 | 0.0047 |
| 0.1 | 0.025 | 0.00048 | 0.00008 | 0.0023 |

The undiffracted beam has Bloch intensity 0.144636. Multislice gives 0.144385 at 0.2 nm, an error of $-2.5\times10^{-4}$. A slice eight times thinner should reduce this by 64, to $-4\times10^{-6}$; the computed value is 0.144632, as predicted. Without a reference, two runs suffice: in the second-order regime, the error at $\varepsilon/2$ is about one third of the change between $\varepsilon$ and $\varepsilon/2$.

Diagonalization costs $O(N_b^3)$ for $N_b\approx\pi K^2$ beams, after which each further thickness costs $O(N_b^2)$. It suits small periodic cells. Multislice scales better with cell size and accepts a different potential in every slice.

## When thinner slices stop helping

Both methods above omit $\partial_z^2\psi$. For $z$-independent $V$, restoring it for forward waves keeps the eigenvectors of $M$ and changes each eigenvalue $\Gamma_j$ to

$$\sqrt{k^2+2k\Gamma_j}-k=\Gamma_j-\frac{\Gamma_j^2}{2k}+\dots$$

To leading order the wave changes by $-iz(M^2/2k)e^{iMz}\psi(0)$. Since $e^{iMz}$ is unitary and commutes with $M$, the norm of this change is $z\|M^2\psi(0)\|/2k$. The formula gives $9.2\times10^{-4}$ here, in agreement with the direct calculation. The $(eV)^2$ term dropped at the start has an effect of the same size: restoring it, which replaces $V$ by $V+eV^2/2W$ in $M$, changes the exit wave by $8.7\times10^{-4}$ and the plane-wave intensities by $1.2\times10^{-4}$. The two effects partly cancel: with both terms restored, the exit wave differs from the small-angle solution by $4.6\times10^{-4}$ and the intensities by $8.6\times10^{-5}$. The comparisons below are made first with the wave equation that lacks the $(eV)^2$ term.

The symmetric slicing error is 0.0019 at 0.2 nm and 0.0005 at 0.1 nm, so it passes below the small-angle error between these thicknesses. The plane-wave intensities behave alike: their small-angle error is $1.7\times10^{-4}$, between the slicing errors at the same two thicknesses. For this model, slices much thinner than 0.1 nm bring the symmetric wave and the plane-wave intensities closer to the solution of the small-angle equation, but no closer to that of the equation it replaced. Their distance from the latter tends to the small-angle error, and here it does so from below, because near 0.1 nm the slicing and small-angle errors partly cancel. Measured against the equation that also keeps $(eV)^2$, the floor is lower and is approached from above: the symmetric wave is off by $7.9\times10^{-4}$ at 0.1 nm, $5.2\times10^{-4}$ at 0.05 nm and $4.6\times10^{-4}$ at 0.0125 nm, so the gain ends nearer 0.05 nm. The plain wave is different: its slicing error is still 0.0062 at 0.025 nm, several times the small-angle error, so thinner slices continue to improve it.

## Table of computed values

```
accelerating voltage: 200 kV
wavelength: 2.5079 pm
wave number k: 2505.32 rad/nm
relativistic factor gamma: 1.39139
interaction constant sigma: 0.007288 rad/(V nm)
cell side 0.40 nm, column width 0.040 nm, thickness 20 nm
column: peak 200 V at x/a = 0.0, y/a = 0.0
column: peak 100 V at x/a = 0.5, y/a = 0.3
mean potential: 18.850 V; maximum: 200.00 V
grid N = 48, band limit K = 15, Bloch beams: 709
scattering angle at band limit: 94.05 mrad
transmission phase, 0.2 nm slice, maximum: 0.2915 rad
propagation phase, 0.2 nm slice, at band limit: 2.2159 rad
alias error, K = 5: N = 16: 9.7e-15; N = 15: 4.551 (dimensionless)
errors (dimensionless norms): plain wave | symmetric wave | plane-wave intensity | probe intensity
  slice 0.400 nm: 1.043e-01 | 7.729e-03 | 1.267e-03 | 9.528e-03
  slice 0.200 nm: 5.074e-02 | 1.927e-03 | 3.165e-04 | 4.689e-03
  slice 0.100 nm: 2.502e-02 | 4.815e-04 | 7.912e-05 | 2.328e-03
  slice 0.050 nm: 1.242e-02 | 1.204e-04 | 1.978e-05 | 1.160e-03
  slice 0.025 nm: 6.190e-03 | 3.009e-05 | 4.945e-06 | 5.793e-04
last halving, error ratios: 2.007 | 4.000 | 4.000 | 2.003
probe: aperture index 4, semi-angle 25.08 mrad, centre x/a = 0.1, y/a = 0
half-slice prediction of plain wave error at 0.025 nm: 6.169e-03
intensity of beam (0, 0): Bloch 0.144636; multislice 0.2 nm 0.144385; 0.025 nm 0.144632
intensity of beam (1, 0): Bloch 0.060773; multislice 0.2 nm 0.060859; 0.025 nm 0.060774
intensity of beam (0, 1): Bloch 0.019046; multislice 0.2 nm 0.019131; 0.025 nm 0.019048
intensity of beam (0, -1): Bloch 0.115647; multislice 0.2 nm 0.115724; 0.025 nm 0.115649
intensity of beam (1, 1): Bloch 0.028049; multislice 0.2 nm 0.028059; 0.025 nm 0.028050
norm deviation, N = 48, 0.2 nm slices: -1.6e-09
small-angle wave error: 9.246e-04; formula: 9.249e-04
small-angle intensity error: 1.689e-04
coarse grid N = 12, K = 3, beams: 29
coarse, symmetric, error to same-beam Bloch: 0.0125 nm 4.299e-03; 0.00625 nm 2.155e-03; ratio 1.995
coarse norm deviation: 0.0125 nm -2.773e-03; 0.00625 nm -1.396e-03; ratio 1.987
coarse, 0.05 nm, no band limit: norm 1.0000000000, error to fine Bloch 0.4051
coarse, 0.05 nm, band limit: norm 0.989339, error to fine Bloch 1.1903
row model, slices 0.1 and 0.05 nm: symmetric error 2.221e-04, 5.551e-05; ratio 4.000
row model with error operator included: 6.850e-08, 4.280e-09; ratio 16.003
z-dependent model, slices 0.05 and 0.025 nm: plain 7.575e-03, 3.774e-03; ratio 2.007
z-dependent model, symmetric: 7.525e-05, 1.881e-05; ratio 4.001
```
